# Vacuum fluctuations and the topological transition of an SSH ring

**Setting.** A Su–Schrieffer–Heeger (SSH) ring has $N$ cells with sites $A_j,B_j$. The bond inside a cell has length $b_v$ and hopping $v>0$; the bond between cells has length $b_w$ and hopping $w>0$. There is one spinless electron per cell. A single cavity mode of frequency $\omega$, uniform along the chain and polarized along it, has vector potential $A_0X$, with $X=a+a^\dagger$. Set $g_i=eA_0b_i/\hbar$. Peierls phases give

$$H=\hbar\omega a^\dagger a-\sum_j\left[vA_j^\dagger B_je^{-ig_vX}+wA_{j+1}^\dagger B_je^{ig_wX}+\text{h.c.}\right].$$

The two phases have opposite signs because an electron leaving $B_j$ goes backwards to $A_j$ and forwards to $A_{j+1}$. The zero-point energy is dropped. Coulomb repulsion, lattice motion, cavity loss and other modes are left out. The ring stands for a chain with periodic boundary conditions, not for a bent molecule in a straight field.

## Part (a): a classical field

**Question.** Replace $X$ by a number $x$. Does the field change the value of $v/w$ at which the bulk gap closes?

**Answer.** With $A_j=N^{-1/2}\sum_k e^{ikj}A_k$, and likewise for $B_j$, one has $\sum_jA_{j+1}^\dagger B_j=\sum_ke^{-ik}A_k^\dagger B_k$. The $AB$ element of the Bloch matrix is therefore

$$h_{AB}(k)=-\left(ve^{-ig_vx}+we^{-ik+ig_wx}\right)=-e^{-ig_vx}\left(v+we^{-iq}\right),$$

where $q=k-(g_v+g_w)x$. The diagonal elements vanish, so the bands are $\pm|h_{AB}|=\pm\sqrt{v^2+w^2+2vw\cos q}$. For continuous $k$ the smallest modulus is $|v-w|$, at $q=\pi$. The field moves this point in momentum but leaves the condition $v=w$ unchanged, even for unequal bond lengths. Any shift must come from fluctuations of $X$.

## Part (b): averages over the photon state

**Question.** Take a Gaussian photon state with $\langle X\rangle=0$ and $\langle X^2\rangle=s$. Find $\langle e^{\pm igX}\rangle$ and the least photon energy compatible with $s$.

**Answer.** The distribution of $X$ is $p(x)=e^{-x^2/2s}/\sqrt{2\pi s}$. It is even, so the average is $F(g)=\int p(x)\cos(gx)\,dx$. Since $xp=-s\,p'$,

$$F'(g)=-\int xp\sin(gx)\,dx=s\int p'\sin(gx)\,dx=-gs\,F(g),$$

the last step being an integration by parts. With $F(0)=1$ this gives

$$\langle e^{\pm igX}\rangle=e^{-g^2s/2}.$$

For the energy, define $P=i(a^\dagger-a)$. Then $[X,P]=2i$ and $a=(X+iP)/2$, so

$$a^\dagger a=\tfrac14(X-iP)(X+iP)=\tfrac14\left(X^2+P^2+i[X,P]\right)=\tfrac14\left(X^2+P^2-2\right).$$

The uncertainty relation is $\langle X^2\rangle\langle P^2\rangle\ge1$. A real Gaussian wavefunction reaches the bound, $\langle P^2\rangle=1/s$, and the least energy is

$$E_{\rm ph}(s)=\frac{\hbar\omega}{4}\left(s+\frac1s-2\right).$$

It vanishes for the bare vacuum, $s=1$. A state with $s<1$ is squeezed in $X$.

## Part (c): dressed hoppings and the transition

**Question.** Let the state be a product of an electronic state and the photon state of part (b). Find the dressed hoppings, and the transition point in terms of $s$.

**Answer.** Averaging $H$ over the photon state leaves an SSH Hamiltonian with

$$V=ve^{-g_v^2s/2},\qquad W=we^{-g_w^2s/2}.$$

The longer bond has the larger $g$ and loses the larger fraction of its hopping. The reason is the spread of the Peierls phase, which has variance $g^2s$: averaging a unit complex number over a wider range of phases gives a smaller result. In part (a) the electrons could follow a known $x$ by a shift of momentum. In a product state they cannot follow each value of $X$ separately.

The Bloch element is now $-(V+We^{-ik})$. As $k$ runs over $2\pi$, $V+We^{-ik}$ traces a circle of centre $V$ and radius $W$. It encloses the origin if $W>V$ (winding number of magnitude 1) and does not if $W<V$ (winding number 0). The change is at $V=W$. Taking logarithms,

$$\ln v_c-\tfrac12g_v^2s=\ln w-\tfrac12g_w^2s\quad\Longrightarrow\quad \ln\frac{v_c}{w}=\frac{s}{2}\left(g_v^2-g_w^2\right).\tag{1}$$

If $b_v>b_w$, the topological phase extends to $v>w$; if $b_v<b_w$, it shrinks. For equal lengths both hoppings are reduced by the same factor and the transition stays at $v=w$.

The product assumption depends on the gauge. In an open chain, a change to the dipole gauge uses a unitary operator containing $X$ times the electronic dipole, which in general turns a product state into an entangled one. On a ring the Peierls phases add up to $N(g_v+g_w)X$ around the loop, so no such change can remove them all, but the product state remains an assumption. Part (g) therefore tests the shift without the product assumption.

## Part (d): back-action on the mode

**Question.** Take $N$ odd and periodic boundary conditions. Determine $s$ at the transition by minimizing the energy. When may the bare vacuum be used?

**Answer.** One electron per cell fills the lower band, so

$$E(s)=\frac{\hbar\omega}{4}\left(s+\frac1s-2\right)-\sum_k\left|V+We^{-ik}\right|.$$

Both hoppings depend on $s$: $dV/ds=-g_v^2V/2$ and $dW/ds=-g_w^2W/2$. Differentiating the modulus defines the bond orders

$$B_v=\frac1N\sum_k\frac{V+W\cos k}{|V+We^{-ik}|},\qquad B_w=\frac1N\sum_k\frac{W+V\cos k}{|V+We^{-ik}|}.$$

Setting the derivative of the energy to zero,

$$0=\frac{\hbar\omega}{4}\left(1-\frac1{s^2}\right)+\frac N2\left(g_v^2VB_v+g_w^2WB_w\right),$$

and multiplying by $4/\hbar\omega$, one finds

$$\frac1{s^2}=1+\frac{2N}{\hbar\omega}\left(g_v^2VB_v+g_w^2WB_w\right).$$

At the transition $V=W=t_c$. Then $|V+We^{-ik}|=2t_c|\cos(k/2)|$ and $1+\cos k=2\cos^2(k/2)$, so both bond orders equal $\beta=N^{-1}\sum_k|\cos(k/2)|$. For odd $N$ the momenta are $k=2\pi m/N$ with $|m|\le(N-1)/2$, and every cosine is positive. With $\theta=\pi/N$,

$$2\sin\tfrac\theta2\cos m\theta=\sin\left(m+\tfrac12\right)\theta-\sin\left(m-\tfrac12\right)\theta.$$

The sum over $m$ telescopes to $2\sin(N\theta/2)=2$. Hence

$$\beta=\frac{1}{N\sin(\pi/2N)},\qquad \frac1{s^2}=1+\frac{2N\beta t_c}{\hbar\omega}\left(g_v^2+g_w^2\right),\qquad t_c=we^{-g_w^2s/2}.\tag{2}$$

To count the roots, write (2) as $s^2(1+Ce^{-g_w^2s/2})=1$, with $C=2N\beta w(g_v^2+g_w^2)/\hbar\omega$. The left side is 0 at $s=0$ and exceeds 1 at $s=1$. The derivative of $s^2e^{-g_w^2s/2}$ is $s(2-g_w^2s/2)e^{-g_w^2s/2}$, which is positive for $0<s\le1$ if $g_w^2<4$. There is then one root in this interval, and $s<1$: a narrower $X$ preserves more hopping energy, so the electrons squeeze the mode.

When $C\ll1$, expanding (2) gives $s\simeq1-N\beta t_c(g_v^2+g_w^2)/\hbar\omega$. The bare vacuum is thus adequate when $\hbar\omega\gg N\beta t_c(g_v^2+g_w^2)$. At given couplings the right-hand side grows with $N$, so a photon energy larger than one hopping may not be enough.

Replacing the sum over $k$ by an integral raises a formal question about the stability of this stationary point. Near $k=\pi$ a level has energy $-\sqrt{\delta^2+t_c^2p^2}$, with $\delta=V-W$ and $p=k-\pi$. At $\delta=0$ its second derivative with respect to $\delta$ is $-1/(t_c|p|)$. This enters the curvature of $E(s)$ multiplied by $(d\delta/ds)^2$, which at the transition is $t_c^2(g_v^2-g_w^2)^2/4$ and is nonzero for unequal bond lengths. In that case an integral over $p$ diverges logarithmically, so exactly at $\delta=0$ the stationary point becomes a maximum and $s$ jumps. The prefactor of the logarithm can be very small. For the parameters of part (e) it is about $0.015\,w$ against a curvature of about $7w$, so the curvature turns negative only within about $10^{-215}$ of the stationary value of $s$, and the jump has no practical meaning there. On the odd ring $|p|\ge\pi/N$, so the curvature is finite, and the photon term, with curvature $\hbar\omega/2s^3$, can outweigh it.

## Part (e): a five-cell example

**Question.** Use the round model parameters $N=5$, $w=0.100$ eV, $\hbar\omega=1.00$ eV, $b_v=1.20$ nm, $b_w=0.80$ nm and $eA_0/\hbar=0.50\ \text{nm}^{-1}$. Find the transition with the bare vacuum and with back-action. Is the chain with $v/w=1.05$ topological?

**Answer.** The couplings are $g_v=0.50\times1.20=0.60$ and $g_w=0.50\times0.80=0.40$. For the bare vacuum, (1) gives

$$\ln(v_c/w)=\tfrac12(0.36-0.16)=0.100,\qquad v_c/w=1.105.$$

With back-action, $\beta=0.647$ and the root of (2) is $s=0.872$. This can be checked by insertion. The common hopping is $t_c=100\,e^{-0.08\times0.872}=93.3$ meV, and

$$\frac1{s^2}=1+\frac{2\times5\times0.647\times0.0933\times0.52}{1.00}=1.314,$$

which returns $s=0.872$. Therefore $\ln(v_c/w)=0.872\times0.100=0.0872$, so that $v_c/w=1.091$ and $v_c=109.1$ meV. Squeezing removes about 13% of the logarithmic shift found with the bare vacuum.

At $v/w=1.05$ the energy minimum has $s=0.877$, with $V=89.7$ meV and $W=93.2$ meV. The bare winding number is 0 and the dressed one has magnitude 1. At $v/w=1.12$, $V=95.8$ meV exceeds $W=93.3$ meV, and both winding numbers are 0.

The winding number belongs to the dressed Bloch matrix taken at continuous $k$. A short open chain would not show it through separate end states. A zero-energy end state on the $A$ sites obeys $VA_j+WA_{j+1}=0$, so its magnitude falls by $V/W$ per cell. For the dressed hoppings at $v/w=1.05$ the decay length is $1/\ln(W/V)\approx26$ cells, far more than five.

Two restrictions on the photon state were tested at these parameters. On a grid of $s$ from 0.3 to 1.5, $E(s)$ at $v_c$ is convex, and displacing the mode raised the energy at every sampled displacement. A self-consistent calculation with an unrestricted photon state gives $\ln(v_c/w)=0.08720$, against 0.08724 for the Gaussian.

The coupling is extremely strong. With $A_0=\sqrt{\hbar/(2\varepsilon_0\omega V_m)}$, the mode volume is

$$V_m=\frac{e^2}{2\varepsilon_0\hbar\omega\,(eA_0/\hbar)^2}=36.2\ \text{nm}^3.$$

Five cells of 2.0 nm make a chain 10 nm long, so a mode of that length would have a cross-section of about 3.6 nm². This volume is $1.5\times10^{-7}$ of $(\lambda/2)^3$ at $\lambda=1240$ nm, and the vacuum field $\omega A_0$ is 0.5 V/nm, of the order of the breakdown field of good insulators. Since $g^2\propto1/V_m$, a mode of volume $(\lambda/2)^3$ would give $\ln(v_c/w)\approx1.5\times10^{-8}$. Volumes of tens of nm³ occur only in lossy plasmonic near fields, where the vacuum formula for $A_0$ and a lossless single mode are not directly valid. The numbers illustrate the model and do not describe a device.

## Part (f): long rings

**Question.** How does the shift vary with $N$ (i) if the mode volume grows with the chain, and (ii) if the couplings are held fixed?

**Answer.** (i) Since $A_0^2\propto1/V_m$, write $g_i^2=\gamma_i^2/N$ with $\gamma_i$ fixed. In (2) the factor $N$ cancels, $t_c\to w$ and $\beta\to2/\pi$, so $s$ tends to a constant $s_\infty$:

$$\frac1{s_\infty^2}=1+\frac{4w}{\pi\hbar\omega}\left(\gamma_v^2+\gamma_w^2\right),\qquad \ln\frac{v_c}{w}\simeq\frac{s_\infty}{2N}\left(\gamma_v^2-\gamma_w^2\right).$$

With the mode density of part (e), energy minimization gives 0.00964 for $N=45$ and 0.00107 for $N=405$, a ratio of 9.0 for a ninefold change of size.

(ii) At fixed couplings the second term of (2) grows with $N$, so $s\to0$ and again $t_c\to w$. Dropping the 1 in (2),

$$s\simeq\sqrt{\frac{\pi\hbar\omega}{4Nw(g_v^2+g_w^2)}},$$

and the shift falls as $N^{-1/2}$. The computed values are 0.0191 for $N=405$ and 0.00965 for $N=1621$. This case is formal, because a chain of growing length does not fit in a fixed mode volume.

In both cases the mean-field shift from one mode vanishes for an infinite chain. It is an effect of a finite chain in a small mode.

## Part (g): beyond the product state

**Question.** Choose boundary conditions for which $k=\pi$ is allowed: periodic for even $N$, antiperiodic for odd $N$. Identify a sharp signature of the transition in the full Hamiltonian, and find its position to order $g^2$.

**Answer.** Consider the inversion $A_j\leftrightarrow B_{N-1-j}$ together with $a\to-a$. It turns $A_j^\dagger B_je^{-ig_vX}$ into $B_{j'}^\dagger A_{j'}e^{ig_vX}$ with $j'=N-1-j$, the Hermitian conjugate of another $v$ term. The $w$ terms are exchanged with their conjugates in the same way. Total parity is therefore conserved by $H$.

In an SSH ring with hoppings $V,W$, the $k=\pi$ states $(A\pm B)/\sqrt2$ have energies $\mp(V-W)$ and opposite parity. The occupied one changes at $V=W$, while the parity of the electrons at other momenta stays the same. The signature in the full problem is thus a crossing of the lowest levels of opposite total parity.

Now expand $H$ to second order in the couplings:

$$H\simeq H_0+XJ+\tfrac12X^2\left(g_v^2vK_v+g_w^2wK_w\right).$$

Here $K_v=\sum_j(A_j^\dagger B_j+\text{h.c.})$, $K_w$ is its counterpart for the other bond, and $J$ has the Bloch element $J_{AB}(k)=i(g_vv-g_wwe^{-ik})$. In first order $\langle X^2\rangle=1$ replaces $v$ by $v(1-g_v^2/2)$ and $w$ by $w(1-g_w^2/2)$. In second order, $XJ$ creates one photon and contributes

$$E^{(2)}=-\sum_m\frac{|\langle m|J|0\rangle|^2}{\hbar\omega+E_m-E_0}.$$

Compare this for the two competing states at $v=w=t$:

- $J$ is odd under electronic inversion, because $X$ is odd and $XJ$ is invariant. Its expectation value in either state is therefore zero.
- At $k=\pi$, $J_{AB}=i(g_v+g_w)t$. This turns each of the two states into the other, with equal strength and with denominator $\hbar\omega$.
- At other momenta, the transitions to the upper band do not depend on which $k=\pi$ state is filled.

The two energies $E^{(2)}$ are equal. Since $v-w$ is itself of order $g^2$ at the crossing, evaluating them at $v=w$ causes an error of order $g^4$ in their difference. The crossing lies where the first-order hoppings are equal:

$$\ln\frac{v_c}{w}=\frac{g_v^2-g_w^2}{2}+O(g^4),$$

for fixed $N$ and any fixed $\hbar\omega>0$. The leading shift thus survives without the product assumption. The squeezing correction starts at order $g^4$, since $1-s$ is of order $g^2$. Exact diagonalization with $N=3$, $\hbar\omega=2w$ and both couplings reduced to 0.05 of their values gives 0.999 times the leading term.

For the full couplings, (2) can serve as a reference with the $\beta$ of this ring. At the crossing the two $k=\pi$ states contribute $\pm1/N$ to the bond order, with mean zero. The other momenta give

$$\beta=\frac1N\sum_{l=1}^{N-1}\sin\frac{\pi l}{N}=\frac1N\cot\frac{\pi}{2N},$$

by the same telescoping method. For the example $\beta=0.616$, and the reference is $\ln(v_c/w)=0.0878$. The exact crossing is also at 0.0878, or $v_c/w=1.092$, while the bare vacuum gives 0.100.

This is a reference, not the lowest product state. At $V=W$ a displacement $x$ lowers the $k=\pi$ energy by $2t_c|\sin[(g_v+g_w)x/2]|$, which is linear in $|x|$, while the photon cost $\hbar\omega x^2/4$ is quadratic. A product state on this ring would therefore displace, whereas exact states of definite parity have $\langle X\rangle=0$.

The three-cell ring shows the approach to high frequency. At $\hbar\omega/w=20$, 40 and 80 the exact crossing lies below 0.100 by 0.0039, 0.0020 and 0.0010, approximately halving with each doubling of the frequency. The Gaussian reference differs from the exact crossing by less than 1% of these amounts. The agreement is established for these rings and couplings; it does not show that the product state is reliable at low frequency and strong coupling. The full numerical output follows.

## Computed values

```
cells N = 5
bare w = 0.100 eV, photon energy = 1.000 eV
bond lengths b_v, b_w = 1.20, 0.80 nm
e A0/hbar = 0.50 1/nm
couplings g_v, g_w = 0.60, 0.40
mode volume = 36.2 nm^3
vacuum factors v, w bond = 0.83527, 0.92312
vacuum (s=1) ln(v_c/w) = 0.10000
vacuum (s=1) v_c/w = 1.10517
critical bond order beta, closed ring = 0.64721
self-consistent variance s = 0.87242
self-consistent ln(v_c/w) = 0.08724
self-consistent v_c/w = 1.09116
critical v_c = 109.116 meV
common dressed hopping t_c = 93.259 meV
direct minimization ln(v_c/w) = 0.08724
unrestricted photon state ln(v_c/w) = 0.08720
v/w = 1.05: s = 0.87678, V = 89.670 meV, W = 93.226 meV
  winding bare, dressed = 0, 1
v/w = 1.12: s = 0.86935, V = 95.776 meV, W = 93.282 meV
  winding bare, dressed = 0, 0
ring with k=pi, N=5: beta = 0.61554, s = 0.87761
  Gaussian reference ln(v_c/w) = 0.08776
  exact parity crossing ln(v_c/w) = 0.08777
  exact parity crossing v_c/w = 1.09173
ring with k=pi, N=3: photon energy/w, exact ln, Gaussian ln
  20, 0.096053, 0.096074
  40, 0.097969, 0.097981
  80, 0.098970, 0.098976
equal bonds g=0.5, N=3: |exact ln(v_c/w)| < 1e-8 is True
couplings times 0.05, photon energy/w = 2, N=3:
  exact ln(v_c/w) / [(g_v^2-g_w^2)/2] = 0.99891
fixed mode density, N=45, 405: ln(v_c/w) = 0.009640, 0.001070
fixed couplings, N=405, 1621: ln(v_c/w) = 0.019101, 0.009645
```
